\section*{Takatsuka and Linear Head-Gordon Unpaired-Electron Counts for One Weak Bond}

\section{Problem}

A dinuclear metal precursor has a weak metal--metal bond. A calculation on its singlet ground state gives a bonding natural orbital with occupation $n_b=1.8$ and an antibonding one with occupation $n_a=0.2$. All other natural orbitals are taken as completely full or completely empty. Two indices of unpaired electrons are in use, the Takatsuka count and the linear Head-Gordon count:
\begin{equation}
N_T=\sum_i n_i(2-n_i),\qquad
N_L=\sum_i \min(n_i,\,2-n_i).
\label{defs}
\end{equation}
Here $n_i$ is the occupation of natural orbital $i$ summed over both spins, so $0\le n_i\le 2$. Find both counts, explain why they differ or agree, and say what they mean for the electrons in the bond.

\section{A tempting solution}

The function $n(2-n)$ does not change when $n$ is replaced by $2-n$. The two orbitals therefore give the same number,
\begin{equation}
1.8\times0.2=0.2\times1.8=0.36 .
\end{equation}
Since this is one electron pair seen from its two sides, the number should be counted once, and the Takatsuka count is $0.36$. For the linear count, $0.2$ electrons are missing from the bonding orbital and $0.2$ have appeared in the antibonding orbital, which makes $0.40$. The two results differ by only $0.04$, a tenth of the larger. They are two estimates of one physical quantity, and about $0.4$ electrons in the molecule are unpaired.

\section{Where it fails}

The first fault is in the sum. Equation~(\ref{defs}) runs over orbitals, not over pairs of orbitals. The tempting solution used both orbitals in the linear count and one in the Takatsuka count, so it compared a total with half a total.

A case with a known answer exposes this. In a triplet with one electron in each of two orbitals, $n_b=n_a=1$. Summed over both orbitals, each index gives $1+1=2$, as a count of unpaired electrons should. The rule ``count the pair once'' would give $1$ for the Takatsuka index. The near agreement of $0.36$ with $0.40$ came from the missing factor of two.

The second fault is the last sentence of the tempting solution. The indices are different functions of the occupations. They agree at $n=0$, $1$ and $2$, and nothing requires them to agree in between. Nor is either a head count of electrons that sit alone in an orbital, as the wavefunction will show.

\section{The two counts}

\subsection{Origin of the Takatsuka form}

Let $a^\dagger_{i\sigma}$ create an electron of spin $\sigma$ in the real orthonormal orbital $i$. The spin-summed one-particle density matrix is
\begin{equation}
\gamma_{ij}=\sum_\sigma\langle a^\dagger_{i\sigma}a_{j\sigma}\rangle .
\end{equation}
Its eigenvectors are the natural orbitals and its eigenvalues are the $n_i$. For a closed-shell determinant every occupied orbital holds two electrons, so $\gamma=2P$, where $P$ projects on the occupied orbitals. Because $P^2=P$,
\begin{equation}
\gamma^2=4P^2=4P=2\gamma .
\end{equation}
The matrix $2\gamma-\gamma^2$ thus vanishes for a closed-shell determinant, and it measures the departure from one. Its trace can be taken in any orthonormal basis. In the natural-orbital basis it is
\begin{equation}
N_T=\mathrm{Tr}(2\gamma-\gamma^2)=\sum_i(2n_i-n_i^2)=\sum_i n_i(2-n_i).
\end{equation}
The linear count replaces the parabola by the distance of $n_i$ from the nearer of the two closed-shell values, $0$ and $2$. Both weights equal $1$ at $n=1$, which fixes their common scale.

\subsection{Numbers}

With both orbitals included,
\begin{align}
N_T&=1.8(2-1.8)+0.2(2-0.2)=0.36+0.36=0.72,\\
N_L&=\min(1.8,0.2)+\min(0.2,1.8)=0.20+0.20=0.40 .
\end{align}
The full and empty orbitals add nothing. There is also a quadratic Head-Gordon count, $\sum_i n_i^2(2-n_i)^2$. It gives $2\times0.36^2=0.26$ here, so the name Head-Gordon alone does not identify the number.

\subsection{Why the ratio is 1.8}

Put $m=\min(n,2-n)$. If $n\le1$, then $n=m$ and $2-n=2-m$. If $n>1$, then $2-n=m$ and $n=2-m$. In both cases
\begin{equation}
n(2-n)=m(2-m).
\label{ratio}
\end{equation}
Each Takatsuka term is therefore $(2-m)$ times the linear term. Both orbitals here have $m=0.2$, so the ratio of the totals is $1.8$.

For a single bond whose two occupations sum to $2$, write $n_b=1+q$ and $n_a=1-q$ with $0\le q\le1$. Then
\begin{align}
N_T&=2(1+q)(1-q)=2(1-q^2),\label{ntq}\\
N_L&=2(1-q),\qquad \frac{N_T}{N_L}=1+q\quad(q<1).\label{nlq}
\end{align}
The example has $q=(1.8-0.2)/2=0.8$. For a nearly closed shell, $q\to1$ and the Takatsuka count is almost twice the linear one. For two separate spins, $q\to0$ and both tend to $2$. Eliminating $q=1-N_L/2$ gives a conversion for one such orbital pair:
\begin{equation}
N_T=2\left[1-\left(1-\tfrac12N_L\right)^2\right]=2N_L-\tfrac12N_L^2 .
\end{equation}
It returns $0.80-0.08=0.72$. It cannot be applied to a total over several pairs, because the quadratic term must be formed pair by pair.

The same formulas show how errors in the occupations pass into the counts. With $n_b=2-n_a$, $N_L=2n_a$ and $N_T=2n_a(2-n_a)$, so
\begin{equation}
\frac{dN_L}{dn_a}=2,\qquad \frac{dN_T}{dn_a}=4(1-n_a)=3.2 .
\end{equation}
An error of $0.01$ in $n_a$ shifts $N_L$ by $0.02$ and $N_T$ by about $0.03$. Relative to the counts themselves, these are similar errors of $4$ to $5$ per cent.

\section{What is unpaired?}

A two-electron singlet with these occupations is
\begin{equation}
\Psi=c_b\,b^\dagger_\uparrow b^\dagger_\downarrow|0\rangle
-c_a\,a^\dagger_\uparrow a^\dagger_\downarrow|0\rangle,
\qquad c_b^2+c_a^2=1,
\label{psi}
\end{equation}
where $b^\dagger_\sigma$ and $a^\dagger_\sigma$ create electrons in the bonding and antibonding orbitals, and $c_b\ge c_a\ge0$. The occupations do not fix the relative sign of the two terms. The minus sign is the one favoured by repulsion between the electrons, as the model bond below shows. The two configurations differ in two electrons, so the one-particle density matrix has no cross term. Hence $n_b=2c_b^2$ and $n_a=2c_a^2$, which gives $c_b^2=0.9$ and $c_a^2=0.1$. In terms of these weights,
\begin{equation}
N_L=2n_a=4c_a^2,\qquad
N_T=2n_bn_a=8c_b^2c_a^2 .
\end{equation}
The linear count is four times the weight of the doubly excited configuration. The Takatsuka count depends on the product of the two weights.

In each configuration of (\ref{psi}) a natural orbital is either empty or doubly occupied. The probability of finding a single electron in the bonding natural orbital is therefore zero, and the same holds for the antibonding one. An occupation of $0.2$ means two electrons with probability $0.1$, not a lone electron with probability $0.2$.

Localized orbitals give another picture. Let $1$ and $2$ be equivalent orthonormal orbitals on the two metal centres, with
\begin{equation}
b=\frac{1+2}{\sqrt2},\qquad a=\frac{1-2}{\sqrt2}.
\end{equation}
Define the unnormalized ionic and covalent states
\begin{align}
|I\rangle&=(a^\dagger_{1\uparrow}a^\dagger_{1\downarrow}+a^\dagger_{2\uparrow}a^\dagger_{2\downarrow})|0\rangle,\\
|C\rangle&=(a^\dagger_{1\uparrow}a^\dagger_{2\downarrow}+a^\dagger_{2\uparrow}a^\dagger_{1\downarrow})|0\rangle,
\end{align}
each with squared norm $2$. Multiplying out the orbital sums gives
\begin{equation}
b^\dagger_\uparrow b^\dagger_\downarrow|0\rangle=\tfrac12(|I\rangle+|C\rangle),\qquad
a^\dagger_\uparrow a^\dagger_\downarrow|0\rangle=\tfrac12(|I\rangle-|C\rangle).
\label{ic}
\end{equation}
Inserting these in (\ref{psi}),
\begin{equation}
\Psi=\tfrac12(c_b-c_a)|I\rangle+\tfrac12(c_b+c_a)|C\rangle .
\end{equation}
The minus sign in (\ref{psi}) thus strengthens the covalent part. The probability of one electron on each centre is
\begin{equation}
w_C=2\cdot\tfrac14(c_b+c_a)^2=\tfrac12+c_bc_a=0.5+0.3=0.8,
\end{equation}
and the ionic probability is $w_I=\tfrac12-c_bc_a=0.2$. Their difference is $2c_bc_a$, so
\begin{equation}
N_T=8c_b^2c_a^2=2(w_C-w_I)^2=2(0.6)^2=0.72 .
\end{equation}
For this symmetric bond, with the minus sign in (\ref{psi}), the Takatsuka count measures how far the electrons avoid each other beyond the even covalent--ionic mixture of the closed-shell determinant. A plus sign would exchange $w_C$ and $w_I$ and leave the count unchanged, so the count alone does not show that the electrons avoid each other. The closed-shell determinant, $c_a=0$, already has $w_C=0.5$, yet both of its counts vanish. The counts are thus not probabilities of single occupation in either set of orbitals. The state is a singlet throughout, and $N_T=0.72$ does not imply a permanent magnetic moment.

\section{A second case: many weak occupations}

Since $\min(n,2-n)\le n$, summing over orbitals shows that $N_L$ cannot exceed the number of electrons $N$. The corresponding inequality for the other index is $n(2-n)\le2n$, which guarantees no more than $N_T\le2N$.

The difference matters when a pair spreads over many orbitals. Take a two-electron singlet with equal weight $1/4$ on a closed pair in each of four orthonormal orbitals. Every occupation is $2\times\tfrac14=\tfrac12$, and
\begin{equation}
N_T=4\times\tfrac12\times\tfrac32=3,\qquad N_L=4\times\tfrac12=2 .
\end{equation}
The Takatsuka index reports three unpaired electrons in a two-electron system. It remains a valid measure of departure from a closed-shell determinant, but its reading as a number of electrons has failed. The linear index keeps the bound.

\section{A model bond with these occupations}

The two-site Hubbard model shows what balance of energies produces the given occupations. Its Hamiltonian is
\begin{equation}
H=-t\sum_\sigma(a^\dagger_{1\sigma}a_{2\sigma}+a^\dagger_{2\sigma}a_{1\sigma})
+U\sum_{i=1,2}n_{i\uparrow}n_{i\downarrow},
\end{equation}
with hopping energy $t>0$, repulsion $U\ge0$ of two electrons on one centre, and $n_{i\sigma}=a^\dagger_{i\sigma}a_{i\sigma}$. The bonding and antibonding orbitals have energies $-t$ and $+t$. The repulsion acts on $|I\rangle$ alone. By (\ref{ic}) it turns either closed-pair configuration into $\tfrac12U|I\rangle$, and $|I\rangle$ is the sum of the two configurations. In their basis,
\begin{equation}
H=\begin{pmatrix}U/2-2t&U/2\\U/2&U/2+2t\end{pmatrix}.
\end{equation}
Set $c_b=\cos\varphi$ and $c_a=\sin\varphi$. The energy of (\ref{psi}) is then
\begin{equation}
E(\varphi)=\tfrac12U-2t\cos2\varphi-\tfrac12U\sin2\varphi .
\end{equation}
Setting the derivative to zero gives $\tan2\varphi=U/(4t)$. Since $q=(n_b-n_a)/2=c_b^2-c_a^2=\cos2\varphi$,
\begin{equation}
q=\frac{4t}{\sqrt{16t^2+U^2}},\qquad
E_0=\frac U2-\sqrt{4t^2+\frac{U^2}{4}} .
\label{hub}
\end{equation}

Take the round values $t=1$ eV and $U=3$ eV. Then $q=4/\sqrt{16+9}=0.8$, which reproduces the occupations $1.8$ and $0.2$, and $E_0=1.5-2.5=-1.0$ eV. In the triplet the electrons cannot share a site, and the Pauli principle blocks hopping, so its energy is zero. The singlet--triplet gap is $1.0$ eV.

From (\ref{ntq}), (\ref{nlq}) and (\ref{hub}), weak repulsion gives
\begin{equation}
N_L\approx\frac{U^2}{16t^2},\qquad N_T\approx\frac{U^2}{8t^2}\qquad(U\ll4t),
\end{equation}
because $q\approx1-U^2/(32t^2)$. For strong repulsion, $q\approx4t/U$, and
\begin{equation}
2-N_L\approx\frac{8t}{U},\qquad 2-N_T\approx\frac{32t^2}{U^2}\qquad(U\gg4t).
\end{equation}
The Takatsuka count approaches the two-spin limit faster. At a given large $U/t$ it makes the bond look more completely broken.

\subsection{The method changes the count}

An unrestricted Hartree--Fock (UHF) determinant lets the two spins use different orbitals. Put the up electron in $\cos\theta\,|1\rangle+\sin\theta\,|2\rangle$ and the down electron in $\sin\theta\,|1\rangle+\cos\theta\,|2\rangle$. Then $\gamma_{11}=\gamma_{22}=1$ and $\gamma_{12}=2\sin\theta\cos\theta=\sin2\theta$. The occupations are $1\pm q$ with $q=\sin2\theta$, which is also the overlap of the two orbitals. The hopping energy is $-2tq$, and the probability of double occupation is $2\sin^2\theta\cos^2\theta=q^2/2$. Hence
\begin{equation}
E_{\rm UHF}=-2tq+\tfrac12Uq^2,\qquad
q_{\rm UHF}=\frac{2t}{U}\quad(U>2t).
\end{equation}
For the example $q_{\rm UHF}=0.667$, and the energy is $-0.67$ eV. The closed-shell determinant, $q=1$, has $-0.50$ eV. The counts become
\begin{equation}
N_T=2(1-0.667^2)=1.11,\qquad N_L=2(1-0.667)=0.67 .
\end{equation}
They exceed the values from the exact solution of this model by $54$ and $67$ per cent. The direction of the error depends on $U/t$. For $0<U\le2t$ the lowest determinant is closed-shell and both of its counts vanish, while the exact counts do not. Comparing $q_{\rm UHF}$ with (\ref{hub}) shows that UHF gives the larger counts only for $U>4t/\sqrt3\approx2.31t$. At $U=3t$ the UHF state is no longer a pure singlet. Two orbitals with overlap $q$ and opposite spins have triplet weight $(1-q^2)/2$, and a triplet has $S^2=2\hbar^2$, so
\begin{equation}
\langle S^2\rangle=\hbar^2(1-q^2)=0.56\,\hbar^2,\qquad
N_T=2\langle S^2\rangle/\hbar^2 .
\end{equation}
In this determinant the Takatsuka count is twice the spin contamination. For the pure singlet (\ref{psi}) that relation fails, since $\langle S^2\rangle=0$ while $N_T=0.72$.

\section{Reading the counts for a real precursor}

The energies $t=1$ eV and $U=3$ eV were chosen for illustration and describe no particular compound. Within the model, the occupations fix only the ratio $U/t=3$, so the gap of $1.0$ eV rests on the chosen energy scale. The gap also depends on direct exchange between the centres, which the model omits. An exchange integral of $0.1$ eV, included together with the pair hopping of equal size, would leave the occupations unchanged and lower the gap to $0.8$ eV. A real dinuclear precursor has ligands, several $d$ orbitals per metal and screened interactions that the model leaves out. The effects below can be sized with the model or with simple estimates, changing one at a time and keeping the other parameters fixed.

\textbf{Temperature.} At $400$ K, a rough value for a heated source vessel, $k_BT=0.034$ eV. Against a gap of $1.0$ eV the equilibrium population of excited states is about $8\times10^{-13}$, which is negligible. The estimate holds at fixed geometry and for the chosen energy scale. A gap of $0.2$ eV, about $6k_BT$, would already give a triplet population near one per cent. The gap also closes as the bond is stretched and $t$ falls, so the estimate says nothing about thermal breaking of the bond.

\textbf{Repulsion between centres.} A term $V n_1n_2$, where $n_i$ is the total number of electrons on centre $i$, adds $V$ to covalent states and nothing to ionic ones. Apart from a constant, it replaces $U$ by $U-V$. If $U=3$ eV did not already include this reduction, $V=1$ eV gives $q=4/\sqrt{16+4}=0.894$. The counts fall to $N_T=0.40$ and $N_L=0.21$, close to half their former values.

\textbf{Unlike centres.} With a site-energy difference of $1$ eV, numerical diagonalization of the two-electron Hamiltonian gives occupations $1.820$ and $0.180$. The counts are then $0.66$ and $0.36$, lower by about a tenth. The effect grows quickly with the difference: at $3$ eV the counts are $0.25$ and $0.13$.

\textbf{The other electrons.} Dynamical correlation leaves small fractional occupations throughout a molecule. Suppose, for illustration, that five further orbital pairs have occupations $1.98$ and $0.02$. They add
\begin{equation}
\Delta N_T=5\times2\times0.02\times1.98=0.40,\qquad
\Delta N_L=5\times2\times0.02=0.20 .
\end{equation}
The totals become $1.12$ and $0.60$, although the metal--metal bond has not changed. The background raises each count by a factor of about $1.5$, which is comparable with the factor of $1.8$ between the two indices for the bond alone. This illustration is on the small side. With all-electron MP2 natural occupations, one free CO molecule alone gives $N_T=0.72$ and $N_L=0.37$ in the def2-SVP basis, and $0.81$ and $0.41$ in def2-TZVP, so the value is not converged with the basis and grows with it. In a complex with several such ligands the background can exceed the count of the metal--metal bond several times over. The assumption that all other orbitals are full or empty therefore cannot be ignored.

A comparison between precursors therefore needs the same index, the same electronic-structure method and basis set, and a matching set of orbitals. Under those conditions, and if the two occupations of the metal--metal pair sum to $2$, a larger count for that pair indicates a stronger departure from a closed-shell bond. If the electrons also spread into other orbitals, the bond with the larger pair count need not be the one further from a closed shell. The count does not by itself give a reaction rate or a decomposition temperature, which also depend on the ligands and on the energies along the reaction path.
